# Why oxygen's electron affinity is smaller for the heavier isotope

A calculation for oxygen gives an electron affinity that is 12 µeV smaller for mass number 18 than for mass number 16. The reduced mass of the electrons alone would make it 4.6 µeV larger. Something in the motion of the nucleus therefore contributes about $-17$ µeV, with the opposite sign and more than three times the size.

The quantity in question is

$$
A=E(\mathrm O)-E(\mathrm O^-),
$$

where both energies belong to the same nucleus of mass $M$. A positive $A$ means that the anion is bound. Isotope differences are taken as heavy minus light.

## The recoil energy of the nucleus

Let the nucleus have position $\mathbf R$ and momentum $\mathbf P$, and let electron $i$ have position $\mathbf r_i'$ and momentum $\mathbf p_i'$. The forces are taken as nonrelativistic Coulomb forces and the nucleus as a point. The kinetic energy is

$$
T=\frac{\mathbf P^2}{2M}+\sum_i\frac{\mathbf p_i'^2}{2m}.
$$

Use the relative positions $\mathbf r_i=\mathbf r_i'-\mathbf R$ and the centre of mass as new coordinates. In a state of zero total momentum the wave function does not depend on the centre of mass. The chain rule then gives $\partial/\partial\mathbf r_i'=\partial/\partial\mathbf r_i$ and $\partial/\partial\mathbf R=-\sum_i\partial/\partial\mathbf r_i$, that is,

$$
\mathbf p_i'=\mathbf p_i,\qquad \mathbf P=-\sum_i\mathbf p_i .
$$

The nucleus carries the momentum that balances the electrons. Hence

$$
H=\sum_i\frac{\mathbf p_i^2}{2m}+\frac{1}{2M}\Big(\sum_i\mathbf p_i\Big)^2+V,
\qquad
V=-\sum_i\frac{Ze^2}{r_i}+\sum_{i<j}\frac{e^2}{r_{ij}} .
$$

The square contains each $\mathbf p_i^2$ once and each pair product twice:

$$
H=\sum_i\frac{\mathbf p_i^2}{2\mu}+V+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j,
\qquad \frac1\mu=\frac1m+\frac1M .
$$

The first change, $m\to\mu$, produces the normal mass shift. The last term is the mass polarization, which produces the specific mass shift.

## The normal contribution

Leave out the pair term and write $\mathbf r_i=(m/\mu)\,\mathbf s_i$. Momenta then scale by $\mu/m$, so that

$$
\frac{\mathbf p_i^2}{2\mu}=\Big(\frac{\mu}{m}\Big)^2\frac{\mathbf p_{s,i}^2}{2\mu}
=\frac{\mu}{m}\,\frac{\mathbf p_{s,i}^2}{2m}.
$$

Every Coulomb term, being an inverse length, also acquires the factor $\mu/m$. The whole Hamiltonian is $\mu/m$ times the one for an infinitely heavy nucleus, and every level obeys $E(\mu)=(\mu/m)E_\infty$. Since $\mu/m=1/(1+m/M)\approx1-m/M$,

$$
A_{\rm normal}(M)\approx A_\infty-\frac mM A_\infty .
$$

With

$$
\delta=\frac{m}{M_{16}}-\frac{m}{M_{18}}>0,
$$

the normal isotope difference is $+\delta A_\infty$. For a bound anion it is positive: by itself it gives the heavier isotope the larger affinity.

## The specific contribution and the condition for an anomaly

To first order in $1/M$ the pair term shifts each level by $K/M$, where

$$
K=\Big\langle\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big\rangle
$$

is taken in the state for infinite nuclear mass. Define an energy $k$ by

$$
k=\frac{K(\mathrm O)-K(\mathrm O^-)}{m}.
$$

The affinity receives $+(m/M)k$, and its isotope difference receives $(m/M_{18}-m/M_{16})k=-\delta k$. Altogether

$$
A(18)-A(16)=\delta\,(A_\infty-k).
$$

At this order the shift of a bound anion is anomalous when $k>A_\infty$. A positive $k$ means that $K$ is lower in the anion than in the atom. The anion then has the smaller recoil energy from pair correlations, and this advantage is greater for a light nucleus.

The next terms carry another factor $m/M$, here about $3\times10^{-5}$. They could matter only if their coefficients were larger by several powers of ten.

## Exchange makes $K$ negative

For a single determinant of orthonormal spin orbitals, a pair $i,j$ contributes a direct and an exchange term:

$$
\langle i|\mathbf p|i\rangle\cdot\langle j|\mathbf p|j\rangle
-\langle i|\mathbf p|j\rangle\cdot\langle j|\mathbf p|i\rangle .
$$

For real orbitals the direct term vanishes, because

$$
\langle i|\mathbf p|i\rangle=-i\hbar\int\phi_i\nabla\phi_i\,d^3r
=-\frac{i\hbar}{2}\int\nabla(\phi_i^2)\,d^3r=0 .
$$

The exchange term needs equal spins. Since $\mathbf p$ is Hermitian, it equals minus a squared modulus:

$$
K_{\rm det}=-\sum_\sigma\sum_{i<j}\big|\langle i\sigma|\mathbf p|j\sigma\rangle\big|^2\le0 .
$$

The momentum operator is odd under inversion, so pairs of p orbitals drop out, as do pairs of s orbitals. What remains couples s and p electrons of equal spin. In two electrons confined to one s orbital with opposite spins this mechanism is absent altogether.

In oxygen each 2p electron meets one 1s and one 2s electron of its own spin. Let $g$ be the coupling strength per 2p electron, averaged over the occupied 2p orbitals:

$$
g=\frac1m\Big\langle\big|\langle1s|\mathbf p|2p\rangle\big|^2+\big|\langle2s|\mathbf p|2p\rangle\big|^2\Big\rangle_{2p}.
$$

Write $g_0$ for its value in O and $g_-$ for its value in O⁻. Then $K_{\rm det}/m=-4g_0$ for O and $-5g_-$ for O⁻, and

$$
k_{\rm det}=5g_--4g_0=g_0-5(g_0-g_-).
$$

The first term is the gain from one more electron of average strength. The second is the loss suffered by all five when the orbitals change. The sign is not fixed by counting electrons: $k_{\rm det}$ is positive only if $g_-/g_0>4/5$.

## The electronic calculation

The atom is treated in its ³P term and the anion in its ²P term. The orbitals come from unrestricted Hartree–Fock (UHF). Correlation is included with all electrons by coupled cluster with single and double excitations (UCCSD), and $K$ is evaluated from its two-particle density matrix without orbital response. The affinity $A_\infty$ also includes perturbative triple excitations, UCCSD(T). The basis is aug-cc-pVTZ without its f functions, 32 functions in all. Energies are in hartree, $E_h=e^2/a_0=\hbar^2/(ma_0^2)$ with the Bohr radius $a_0$; this is also the natural unit of $K/m$.

## Contribution 1: one more 2p electron in frozen orbitals

In the neutral atom two of the 2p orbitals hold one electron each. Give one of them a second electron, of opposite spin and with the same spatial orbital, and change nothing else. Another choice of orbital for the added electron would divide $k_{\rm det}$ differently between this part and relaxation, but would leave their sum unchanged; the more diffuse lowest empty UHF orbital of the atom, for example, gives a frozen part of only $0.53\,E_h$. By the determinant formula,

$$
k_{\rm frozen}=\frac{|\langle1s|\mathbf p|2p\rangle|^2+|\langle2s|\mathbf p|2p\rangle|^2}{m}
=1.376+0.140=1.517\ E_h ,
$$

where the last digit of the sum reflects rounding of the terms.

The 1s shell dominates, although the 2s shell lies in the same region as 2p. A one-electron Hamiltonian $h=\mathbf p^2/2m+v(\mathbf r)$ with a local potential explains how this can happen. From $[h,\mathbf r]=-i\hbar\mathbf p/m$,

$$
\langle s|\mathbf p|2p\rangle=\frac{im}{\hbar}(\varepsilon_s-\varepsilon_{2p})\langle s|\mathbf r|2p\rangle .
$$

The 1s–2p energy gap is large and the 2s–2p gap is small, which can outweigh the larger dipole element of 2s. Hartree–Fock exchange is nonlocal, so this relation is a guide here and not an identity.

Taken alone, the frozen value would be $1.517/0.0448\approx34$ times the affinity. The added electron by itself thus gives the right sign but greatly exaggerates the effect.

## Contribution 2: relaxation of the orbitals

The extra electron repels the others and the 2p shell swells. Its root-mean-square radius, averaged over the occupied 2p orbitals, grows from $1.41\,a_0$ to $1.76\,a_0$. The coupling strength falls from $g_0=1.457\,E_h$ to $g_-=1.216\,E_h$. Therefore

$$
k_{\rm det}=5(1.2163)-4(1.4570)=0.253\ E_h ,
$$

to the accuracy of the rounded inputs, and relaxation contributes

$$
k_{\rm relax}=0.253-1.517=-1.263\ E_h ,
$$

again up to rounding. With the frozen orbital chosen above, it cancels about 83% of the frozen value. The ratio $g_-/g_0=0.835$ lies only slightly above the threshold 0.8.

A simple model shows why the coupling is sensitive to the size of the 2p orbital. Take

$$
\phi_{1s}=\sqrt{\frac{\alpha^3}{\pi}}\,e^{-\alpha r},\qquad
\phi_{2p_z}=\sqrt{\frac{\beta^5}{\pi}}\,z\,e^{-\beta r}.
$$

Since $\partial_z e^{-\alpha r}=-\alpha(z/r)e^{-\alpha r}$ and the angular average of $z^2$ is $r^2/3$,

$$
\int\phi_{2p_z}\partial_z\phi_{1s}\,d^3r
=-\alpha\frac{\sqrt{\alpha^3\beta^5}}{\pi}\,\frac{4\pi}{3}\int_0^\infty r^3e^{-(\alpha+\beta)r}dr
=-\frac{8(\alpha\beta)^{5/2}}{(\alpha+\beta)^4},
$$

where the radial integral is $6/(\alpha+\beta)^4$. The strength is

$$
|\langle1s|\mathbf p|2p\rangle|^2=64\hbar^2\frac{(\alpha\beta)^5}{(\alpha+\beta)^8}.
$$

For a diffuse 2p orbital, $\beta\ll\alpha$, it varies as $\beta^5$: the 1s electron samples the 2p orbital near the nucleus, where expansion depletes it.

The model must not be used for the size of the effect. It has $\langle r^2\rangle=15/(2\beta^2)$, so the computed radii correspond to $\beta=1.94/a_0$ and $1.56/a_0$. With $\alpha=8/a_0$ the strength would fall by the factor

$$
\Big(\frac{1.56}{1.94}\Big)^5\Big(\frac{9.94}{9.56}\Big)^8\approx0.46 ,
$$

far below 0.8, and $k_{\rm det}$ would come out negative. The computed 1s part of the strength falls only to 0.81 of its value, the 2s part rises by 8%, and the total falls to 0.835. The outer part of the 2p orbital, which governs the radius, expands much more than the part near the nucleus: the mean squared slope of the 2p orbitals at the nucleus falls only to 0.80 of its value.

## Contribution 3: correlation

Correlation beyond the determinant raises $K/m$ by $1.023\,E_h$ in O and by $1.116\,E_h$ in O⁻. Because $k$ is atom minus anion,

$$
k_{\rm corr}=1.023-1.116=-0.093\ E_h .
$$

The two terms are not converged separately. This basis describes little of the correlation of the 1s electrons, and two tight s and two tight p shells raise the terms to $1.96$ and $2.05\,E_h$. Their difference moves only to $-0.088\,E_h$.

A model with two electrons on springs shows how repulsion can produce a positive momentum product. In one dimension, with the centre fixed, let

$$
V=\tfrac12\kappa(x_1^2+x_2^2)-\tfrac12\lambda(x_1-x_2)^2,\qquad 0<2\lambda<\kappa .
$$

With $x_\pm=(x_1\pm x_2)/\sqrt2$ one has $x_1^2+x_2^2=x_+^2+x_-^2$ and $(x_1-x_2)^2=2x_-^2$. The modes separate, with frequencies

$$
\omega_+=\sqrt{\kappa/m},\qquad \omega_-=\sqrt{(\kappa-2\lambda)/m}.
$$

Each ground-state mode has $\langle p_\pm^2\rangle=m\hbar\omega_\pm/2$, and $p_1p_2=(p_+^2-p_-^2)/2$. Thus

$$
\langle p_1p_2\rangle=\frac{m\hbar}{4}(\omega_+-\omega_-)>0 .
$$

In the same state

$$
\langle x_1x_2\rangle=\frac{\hbar}{4m}\Big(\frac1{\omega_+}-\frac1{\omega_-}\Big)<0 .
$$

Repulsion places the electrons on opposite sides and softens their relative motion. The relative momentum then fluctuates less than the total momentum, so the momenta tend to be parallel. For $\hbar=m=\kappa=1$ and $\lambda=0.2$ the momentum product is $(1-\sqrt{0.6})/4=0.056$.

The ground state of this model is symmetric in the two positions and belongs to opposite spins, so exchange plays no part. The positive correlation terms in oxygen agree with its sign. That the same mechanism dominates in the atom is a conjecture; the calculation does not separate the pairs of electrons.

## Weighing the contributions

The three parts add to

$$
k=1.517-1.263-0.093=0.161\ E_h .
$$

The calculated affinity is $A_\infty=0.0448\,E_h=1.22$ eV. Hence $k/A_\infty\approx3.6$, and the condition for an anomaly is met.

The nuclear masses are taken as 16 and 18 atomic mass units less eight electron masses; the actual atomic masses would raise $\delta$ by about 0.25%. This gives

$$
\delta=3.4296\times10^{-5}-3.0484\times10^{-5}=3.812\times10^{-6}.
$$

With $0.1605\,E_h=4.37$ eV, the isotope differences are

$$
\begin{aligned}
\text{normal:}\quad&+3.812\times10^{-6}\times1.219\ \mathrm{eV}=+4.65\ \mu\mathrm{eV},\\
\text{specific:}\quad&-3.812\times10^{-6}\times4.37\ \mathrm{eV}=-16.7\ \mu\mathrm{eV},\\
\text{total:}\quad&-12.0\ \mu\mathrm{eV}=-0.097\ \mathrm{cm^{-1}} .
\end{aligned}
$$

The added 2p electron supplies the positive part of $k$ through exchange, mainly with the 1s shell, but the specific shift is the remainder after relaxation has removed most of its contribution and correlation some more.

Hartree–Fock alone cannot describe this balance. It gives $A_\infty=-0.021\,E_h$, an unbound anion, so even its normal isotope difference has the wrong sign. Correlation is needed to bind the electron, while the same correlation reduces $k$ from 0.253 to $0.161\,E_h$.

## The size of the nucleus

A nucleus of finite size attracts an electron inside it less strongly than a point charge. If the electron density $\rho$ is nearly constant across the nucleus, the level rises by

$$
\Delta E=\frac{2\pi}{3}Ze^2\rho(0)\langle r_N^2\rangle ,
$$

where $\langle r_N^2\rangle$ is the mean square charge radius. For an estimate, take a uniform sphere of radius $1.2\,\mathrm{fm}\times N^{1/3}$ at mass number $N$. Then

$$
\langle r_N^2\rangle_{18}-\langle r_N^2\rangle_{16}
=\tfrac35(1.2\ \mathrm{fm})^2(18^{2/3}-16^{2/3})\approx0.45\ \mathrm{fm}^2
\approx1.6\times10^{-10}a_0^2 .
$$

The UHF density at the nucleus is larger in O than in O⁻ by $0.64\,a_0^{-3}$ in this basis, and by $0.73\,a_0^{-3}$ when tight s and p functions are added. With $Z=8$ the affinity changes by

$$
\frac{2\pi}{3}\times8\times0.64\times1.6\times10^{-10}E_h\approx1.7\times10^{-9}E_h\approx0.05\ \mu\mathrm{eV}.
$$

Gaussian functions lack the cusp of the density at the nucleus, and the sphere is a crude model, so this is an order of magnitude. It is about 0.4% of the mass shift and cannot change the sign.

## How secure is the result?

The quantity $k$ is a small difference of large ones: $K/m$ is $-4.80\,E_h$ in O and $-4.97\,E_h$ in O⁻. To remove the anomaly at the calculated affinity, $k$ would have to fall by $0.161-0.045=0.116\,E_h$. An error of 2.3% in $K$ of the anion, not matched in the atom, would do this. The conclusion therefore relies on errors common to both systems cancelling.

The choice of basis matters. In the small 6-31G basis, which has neither diffuse nor d functions, UCCSD gives $k=0.334\,E_h$, about twice the value above. Full configuration interaction in that same basis gives $0.332\,E_h$. There the approximate treatment of correlation costs little, and the basis is the larger concern. In the larger basis the main gap is the core. Adding two tight s and two tight p shells changes $K/m$ to $-3.88\,E_h$ in O and $-4.05\,E_h$ in O⁻, a shift of about 19% that nearly cancels between them. The UCCSD value of $k$ rises from 0.161 to $0.172\,E_h$, the specific difference becomes $-17.9$ µeV and the total about $-13$ µeV. The missing f functions change $k$ by less than $0.001\,E_h$ in Hartree–Fock and in second-order perturbation theory. All these bases give $k$ well above $A_\infty=0.0448\,E_h$, but they do not establish a converged value.

The affinity is also too small: the measured value is about 1.46 eV. Using that value would raise the normal difference to about 5.6 µeV, still well below the 16.7 µeV of the specific one. Relativistic recoil and the isotope dependence of the fine structure are left out. The sign and the mechanism are what the calculation supports; the figure of $-12$ µeV belongs to this level of theory.
